\section*{Pumping heat between baths of equal temperature by a slow cycle}

\section{Equal temperatures, yet a net transfer}

\textbf{Q.} Two baths have the same temperature at every instant. You claim that heat can still be carried from one to the other, cycle after cycle. What would drive it?

\textbf{A.} The body between the baths stores heat. Suppose that both baths warm together while the body is well coupled to the left one. The body warms too, and takes most of its heat from the left. Then the coupling to the left is weakened and both baths cool. The body now gives most of its heat to the right. It returns to its starting state, but heat has moved from left to right.

\textbf{Q.} That sounds like heat flowing without a temperature difference.

\textbf{A.} There is no difference between the baths, but there is a small one between each bath and the body. A body with a single temperature is colder than both baths while they warm it and hotter than both while they cool it. Every flow runs from hot to cold. The external agents that impose the bath temperatures supply and remove the heat needed to do so.

\textbf{Q.} Call the difference $T_L-T_R$ between the left and right bath temperatures the bias. Must it vanish at every instant, or is it enough that it averages to zero over the cycle?

\textbf{A.} A zero average is in general not enough, as we shall find when we let the bias oscillate. For now $T_L(t)=T_R(t)=T(t)$ at each instant. The second parameter, $p(t)$, sets the coupling to the left bath. Two bath temperatures alone would not do: equality confines them to a line, and a closed path on a line encloses no area.

\section{The slow response}

\textbf{Q.} Then write down the body's equations, and do not assume that it has one temperature.

\textbf{A.} Divide it into nodes with temperatures $T_i$ and heat capacities $c_i(T_i)$, each in local equilibrium. With $q_{Li}$, $q_{Ri}$ and $q_{ij}$ the heat currents into node $i$ from the left bath, the right bath and node $j$,
\begin{equation}
c_i(T_i)\,\dot T_i=q_{Li}+q_{Ri}+\sum_j q_{ij}.
\label{balance}
\end{equation}
Each current depends on the two temperatures it joins and vanishes when they are equal. Changing $p$ is assumed to exchange negligible energy with the body. Every node must be connected, directly or through others, to a bath.

If the parameters are frozen, $T_i=T$ is the steady state and all currents are zero. Under a slow drive put $T_i=T+u_i$, with $u_i$ of first order in the drive frequency. To that order
\begin{equation}
q_{Li}=-g_{Li}u_i,\qquad q_{Ri}=-g_{Ri}u_i,\qquad q_{ij}=k_{ij}(u_j-u_i),
\end{equation}
where the conductances are evaluated at $T$ and $p$. Energy leaving $j$ for $i$ enters $i$, so $q_{ij}=-q_{ji}$ and hence $k_{ij}=k_{ji}$.

On the left of \eqref{balance}, $\dot T_i=\dot T+\dot u_i$. The term $\dot u_i$ is of second order, as is the effect of the change of $c_i$ caused by $u_i$. Thus
\begin{equation}
c_i\dot T=-\sum_jK_{ij}u_j,\qquad
K_{ij}=\delta_{ij}\Big(g_{Li}+g_{Ri}+\sum_l k_{il}\Big)-k_{ij},
\end{equation}
with $k_{ii}=0$. In vector form $u=-K^{-1}c\,\dot T$.

\textbf{Q.} Why does the inverse exist?

\textbf{A.} For any vector $v$,
\begin{equation}
v^{\mathsf T}Kv=\sum_i(g_{Li}+g_{Ri})v_i^2+\tfrac12\sum_{ij}k_{ij}(v_i-v_j)^2 .
\end{equation}
This vanishes only if linked nodes have equal $v_i$ and every node touching a bath has $v_i=0$. Since every node is connected to a bath, $v=0$.

\textbf{Q.} And the heat taken from the left bath?

\textbf{A.} Its current is
\begin{equation}
J_L=-g_L^{\mathsf T}u=g_L^{\mathsf T}K^{-1}c\,\dot T
=\varphi^{\mathsf T}c\,\dot T,\qquad K\varphi=g_L .
\label{JL}
\end{equation}
The last form uses $K^{\mathsf T}=K$. Integrating over a cycle removes the time:
\begin{equation}
Q_L=\oint A_T\,dT,\qquad A_T(p,T)=\sum_i c_i(T)\,\varphi_i(p,T).
\label{line}
\end{equation}
Positive $Q_L$ is heat leaving the left bath. The neglected current is of second order in frequency and acts for a period inversely proportional to frequency, so the error in $Q_L$ is in general of first order.

\section{What the weights mean}

\textbf{Q.} You have hidden the physics in $\varphi_i$.

\textbf{A.} It can be measured. Freeze the baths at $T$ and feed a small steady power $s$ into node $i$. Balance requires $Ku=s\,e_i$, where $e_i$ is the unit vector of that node. The power that leaves to the left is
\begin{equation}
g_L^{\mathsf T}u=s\,g_L^{\mathsf T}K^{-1}e_i=s\,\varphi_i .
\end{equation}
So $\varphi_i$ is the fraction of heat released at $i$ that leaves to the left.

It lies between 0 and 1. Suppose that its smallest value, at node $m$, were negative. Row $m$ of $K\varphi=g_L$ reads
\begin{equation}
(g_{Lm}+g_{Rm})\varphi_m+\sum_jk_{mj}(\varphi_m-\varphi_j)=g_{Lm}\ge0,
\end{equation}
but neither term on the left is positive. Both must vanish, so $m$ has no bath link and its neighbours share its value. Repeating the argument leads to a node with a bath link, where the first term is negative: a contradiction. The same holds for the right-hand fractions $\varphi^R=K^{-1}g_R$. Since the rows of $K$ sum to $g_L+g_R$, we have $\varphi+\varphi^R=1$, which gives the upper limit.

It also gives
\begin{equation}
Q_L+Q_R=\oint\sum_i c_i(T)\,dT=0 .
\end{equation}
What leaves the left bath arrives in the right one.

\textbf{Q.} What does internal resistance do?

\textbf{A.} Take a uniform slab of thickness $\ell$, conductivity $k$ and heat capacity $C$ per area, with contact conductances $h_L$ and $h_R$ per area. In the continuum limit, $K\varphi=g_L$ becomes steady conduction with the left bath at 1 and the right bath at 0:
\begin{equation}
h_L[1-\varphi(0)]=-k\varphi'=h_R\varphi(\ell).
\end{equation}
The profile is linear. The resistances $1/h_L$, $\ell/k$ and $1/h_R$ are in series, so the average over the slab is its midpoint value,
\begin{equation}
\bar\varphi=\frac{1/h_R+\ell/(2k)}{1/h_L+\ell/k+1/h_R}.
\end{equation}
If $\ell/k$ is small against $1/h_L+1/h_R$, this tends to $h_L/(h_L+h_R)$. If instead $\ell/k$ is much larger than both contact resistances throughout the cycle, $\bar\varphi$ stays near $1/2$ and little heat is pumped. Opening the left contact breaks that condition: as $h_L\to0$, $\bar\varphi\to0$ for any finite $\ell/k$. A resistive slab can therefore still be pumped if the contact is opened far enough.

\section{The curvature}

\textbf{Q.} Where is the geometry?

\textbf{A.} Equation \eqref{line} depends on the path in the $(p,T)$ plane, not on the timing along it. There is no $dp$ term, because changing the coupling at fixed $T$ leaves the equilibrium state alone. Draw $p$ horizontally and $T$ vertically, and go round counterclockwise. Green's theorem gives
\begin{equation}
Q_L=\iint F\,dp\,dT,\qquad
F=\frac{\partial A_T}{\partial p}=\sum_i c_i\frac{\partial\varphi_i}{\partial p}.
\label{area}
\end{equation}
This $F$ is the curvature. For one node with total link conductances $G_L(p,T)$ and $G_R(T)$,
\begin{align}
\varphi&=\frac{G_L}{G_L+G_R},\\
F&=C\,\frac{G_L'(G_L+G_R)-G_LG_L'}{(G_L+G_R)^2}
=\frac{C\,G_L'G_R}{(G_L+G_R)^2},
\label{onenode}
\end{align}
where the prime is $\partial/\partial p$.

\textbf{Q.} So cutting a link stops the pump?

\textbf{A.} It does if the link is cut for the whole cycle: then $G_R=0$, or $G_L=0$ and $G_L'=0$, everywhere on the loop. Cutting the left link for part of the cycle is another matter. If it is cut while the baths cool, $\varphi=0$ there and all the stored heat goes to the right, which helps the pump.

\textbf{Q.} Is there a ceiling?

\textbf{A.} Let $T$ rise once from $T_{\min}$ to $T_{\max}$ and fall once. Then $Q_L$ is the integral of $A_T$ on the rise minus that on the fall. Each lies between 0 and $\Delta U=\int_{T_{\min}}^{T_{\max}}\sum_i c_i\,dT$, because $0\le\varphi_i\le1$. Hence $|Q_L|\le\Delta U$: the body cannot carry more than it stores.

\textbf{Q.} Real cycles take finite time. What survives?

\textbf{A.} Let $\theta=\Omega t$ be the phase. In \eqref{balance} the frequency appears only in $c_i\Omega\,dT_i/d\theta$. Reversing the path replaces $\theta$ by $-\theta$ in the drive, which is the same as changing the sign of $\Omega$ in the slow expansion. Since $Q_L=\Omega^{-1}\oint J_L\,d\theta$,
\begin{equation}
Q_{\rm rev}(\Omega)=-Q_L(-\Omega).
\end{equation}
A term $\Omega^n$ therefore changes sign on reversal if $n$ is even and keeps it if $n$ is odd. The geometric term has $n=0$. Half the difference between forward and reversed runs thus departs from it first at order $\Omega^2$.

\section{A gas-gap heat switch}

\textbf{Q.} Show me a device in which $p$ is a knob.

\textbf{A.} Put a germanium disc between two plates, with helium in a $10\,\mu$m gap on each side. The disc is $5\,\mu$m thick, has a radius of 2 mm, and rests on a 100 nm silicon nitride membrane that separates the gaps. The knob is the pressure of the left gas reservoir.

\textbf{Q.} What is the gas conductance?

\textbf{A.} At the pressures used below, atoms cross the gap mostly without colliding. A reservoir at temperature $T_g$ and density $n=p/(k_BT_g)$ sends through an opening, per area and time,
\begin{equation}
\Phi=n\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT_g}}\,e^{-mv^2/2k_BT_g}dv
=\frac{p}{\sqrt{2\pi mk_BT_g}} .
\end{equation}
With no net flow through the opening, the flux of atoms in the gap is also $\Phi$. Fast atoms arrive more often, so the mean energy of normal motion in the flux is
\begin{equation}
\frac m2\,\frac{\int_0^\infty v^3e^{-mv^2/2k_BT}dv}{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}=k_BT .
\end{equation}
The two tangential directions add $k_BT/2$ each, for a total of $2k_BT$.

A wall brings a fraction $\alpha$ of the atoms to its own temperature and returns the rest with unchanged energy. The mean energies leaving walls 1 and 2 obey
\begin{equation}
e_1=(1-\alpha)e_2+2\alpha k_BT_1,\qquad
e_2=(1-\alpha)e_1+2\alpha k_BT_2 .
\end{equation}
Subtraction gives $(2-\alpha)(e_1-e_2)=2\alpha k_B(T_1-T_2)$. The conductance per area is
\begin{equation}
g(p)=\frac{\Phi(e_1-e_2)}{T_1-T_2}=\frac{2k_B\alpha}{2-\alpha}\,\frac{p}{\sqrt{2\pi mk_BT_g}} .
\end{equation}
It does not depend on the gap width. With $\alpha=0.5$, a rough value, and $T_g=300$ K, it is 93.31 W/(m$^2$\,K) per Torr.

Radiation acts in parallel. A grey exchange $\epsilon\sigma(T_B^4-T^4)$ between plate and disc, with rough effective emissivity $\epsilon=0.1$, linearises to $4\epsilon\sigma T^3=0.61$ W/(m$^2$\,K) at 300 K.

\textbf{Q.} And the stored heat?

\textbf{A.} I use the Debye model: $3n_a$ vibrational modes per volume, distributed as $9n_a\omega^2/\omega_D^3$ up to $\omega_D=k_B\Theta/\hbar$. A mode with $x=\hbar\omega/k_BT$ contributes $k_Bx^2e^x/(e^x-1)^2$, the temperature derivative of $\hbar\omega/(e^x-1)$. Summing the modes,
\begin{equation}
c_V=9n_ak_B\Big(\frac T\Theta\Big)^3\int_0^{\Theta/T}\frac{x^4e^x}{(e^x-1)^2}\,dx .
\end{equation}
With eight atoms in a cube of side 0.566 nm and $\Theta=370$ K, both rough, this is 1.696 J/(cm$^3$\,K) at 300 K. The disc stores $C=8.48$ J/(m$^2$\,K).

\section{The numbers}

\textbf{Q.} Choose a cycle.

\textbf{A.} Both plates follow $300+10\sin\theta$ K, and the left pressure follows $0.5+0.4\cos\theta$ Torr, at 0.1 Hz. The right pressure stays at 0.5 Torr. The loop is counterclockwise.

At 300 K, $G_R=0.5\times93.31+0.61=47.27$ W/(m$^2$\,K). At the top left pressure, $G_L=0.9\times93.31+0.61=84.59$ in the same unit, so
\begin{equation}
\varphi=\frac{84.59}{84.59+47.27}=0.642 .
\end{equation}
At the lowest pressure $\varphi=0.174$. At the centre of the loop \eqref{onenode} gives
\begin{equation}
F=\frac{8.478\times93.31\times47.27}{94.53^2}=4.18\ \mathrm{J/(m^2\,K\,Torr)}.
\end{equation}
Multiplied by the ellipse area $\pi\times0.4\times10=12.6$ K\,Torr, this estimates 53 J/m$^2$. Numerical quadrature of \eqref{line} or \eqref{area} gives
\begin{equation}
Q_L=59.6\ \mathrm{J/m^2}.
\end{equation}
The estimate is low mainly because $F$ falls with pressure along a convex curve, whose average over a symmetric range exceeds its central value.

At 0.1 Hz the mean power is 5.96 W/m$^2$, or 75 $\mu$W for the disc.

\textbf{Q.} How far is that from the ceiling?

\textbf{A.} The disc's energy swing is 169.6 J/m$^2$, so the cycle uses 35\% of it. A rectangular loop with the same limits would carry about $(0.642-0.174)\times169.6=79$ J/m$^2$. The rest of the shortfall comes from the limited range of $\varphi$.

\textbf{Q.} Is 0.1 Hz slow?

\textbf{A.} The relaxation time at the mean pressure is $8.478/94.53=0.090$ s, so $\Omega\tau=0.056$. I integrated the full nonlinear balance of the disc with an adaptive stiff solver, discarding the first cycle. The forward run gives 59.348 J/m$^2$ and the reversed run $-59.331$. Half their difference is 59.340, below the geometric 59.649 by 0.310. At half the frequency the deficit is 0.078, smaller by a factor of 3.96, close to the 4 of a second-order correction.

\textbf{Q.} Why is the part that does not reverse so small?

\textbf{A.} It is 0.008 J/m$^2$. For this cycle, reversal leaves $p(\theta)$ unchanged and flips the sign of $T-300$ K. If heat capacity and conductances did not depend on temperature, the balance would be linear in temperature, and every heat current would flip sign too. The non-reversing part would then vanish at any frequency. What remains comes from the temperature dependence of $C$ and of the radiative exchange.

\section{What spoils it}

\textbf{Q.} Now let the plates disagree slightly.

\textbf{A.} For frozen parameters the disc temperature $T_d$ satisfies $G_L(T_L-T_d)=G_R(T_d-T_R)$. Solving for $T_d$ gives the current
\begin{equation}
J=G_L\Big(T_L-\frac{G_LT_L+G_RT_R}{G_L+G_R}\Big)
=\kappa\,(T_L-T_R),\qquad \kappa=\frac{G_LG_R}{G_L+G_R}.
\end{equation}
A bias adds the period times the cycle average of this current. Here the average of $\kappa$ is 21.5 W/(m$^2$\,K), so a steady bias of $5.965/21.5=0.28$ K leaks as much as the pump carries. If it opposes the pump, the net transfer is zero at leading order.

\textbf{Q.} And a bias $b\cos\theta$, whose mean is zero?

\textbf{A.} It is largest when the left coupling is strongest, so $\langle\kappa\, b\cos\theta\rangle$ does not vanish. With $b=1.13$ K it equals the pumped power. Time integration with this bias gives a non-reversing part of 59.6 J/m$^2$ per cycle, as large as the geometric heat. For a given $b$ it grows in proportion to the period, while the geometric heat does not. A zero average is therefore not enough. What must vanish at leading order is the average of $\kappa$ times the bias, and a bias that is zero at each instant ensures this however $\kappa$ varies.

Running the whole cycle backwards, bias included, separates the two at leading order: leakage keeps its sign and pumped heat changes it.

\textbf{Q.} Your disc is still idealised. What have you left out?

\textbf{A.} These are estimates for the same device, with rough material values.
\begin{itemize}
\item \emph{Gas collisions.} For an atomic diameter $d=0.22$ nm, the mean free path $k_BT/(\sqrt2\,\pi d^2p)$ is 16 gap widths at 0.9 Torr. Adding the resistance of ordinary gas conduction in series, with conductivity 0.15 W/(m\,K), lowers $g$ there by 0.6\%. This series rule is only an interpolation, so read it as a loss of order 1\%.
\item \emph{Temperature drop in the disc.} The ratio $g\ell/k$ is $7\times10^{-6}$ for $k=60$ W/(m\,K), so one node suffices across the thickness.
\item \emph{Membrane.} At 2 J/(cm$^3$\,K), the nitride adds 2.4\% to $C$, and about as much to $Q_L$. It also links the disc to its frame. Take a bare ring 200 $\mu$m wide with conductivity 3 W/(m\,K), and a frame 5 K colder than the mean plate temperature. If the plates do not face the ring, it is a plain conductor of about 1.5 W/(m$^2$\,K) per disc area. The heat drawn from the left then rises by about 35 J/m$^2$ per cycle, and this falls roughly as the inverse of the ring width. If the plates extend over the ring, the gas screens the disc: its link drops to about 0.3 W/(m$^2$\,K), and only about 7 J/m$^2$ passes through the disc. But the ring itself then draws heat from the plates, so the left plate loses about 140 J/m$^2$ per cycle in all, more than twice the pumped heat, and a wider ring does not reduce this.
\item \emph{Moving gas.} The pressure swing $\Delta p=0.8$ Torr moves an enthalpy of about $\tfrac52\Delta p$ times the gap width, or 0.003 J/m$^2$, in and out of the left gap.
\end{itemize}

\textbf{Q.} The accommodation and the emissivity are guesses. Which matters more?

\textbf{A.} If $\alpha$ is the same in both gaps, the emissivity, over the ranges tried here. With all else fixed, lowering $\alpha$ from 0.5 to 0.3 changes the slow-limit $Q_L$ from 59.6 to 58.8 J/m$^2$. Both gas conductances scale together, so $\alpha$ would cancel from $\varphi$ without radiation. The cancellation needs equal $\alpha$ in the two gaps, which is not assured when one gap faces germanium and the other nitride: with $\alpha=0.3$ on both walls of the left gap and 0.5 on those of the right, the slow-limit $Q_L$ falls to 50.0 J/m$^2$, a larger loss than any emissivity tried here causes. Weaker coupling also makes the disc respond more slowly: at 0.1 Hz the finite-speed loss grows from 0.3 to 1.0 J/m$^2$, leaving 57.8 J/m$^2$. Raising $\epsilon$ from 0.1 to 1 lowers the slow-limit $Q_L$ to 52.0 J/m$^2$, because radiation is a coupling that the pressure cannot switch. Thin bare germanium is nearly transparent in the thermal infrared, so values near 1 would need absorbing coatings. A $10\,\mu$m gap is comparable with thermal wavelengths, so the grey law is itself approximate here.

\textbf{Q.} What would a built device have to satisfy for these numbers to apply?

\textbf{A.} The membrane must seal the two gaps from each other and be taut enough not to bow into a plate under the pressure difference. Its frame must stay near the mean plate temperature: with the plates facing the bare ring, each kelvin of steady offset changes the heat drawn from the left by about 27 J/m$^2$ per cycle, and separating the frame from the disc does not remove this. The left pressure must follow the 10 s cycle, and the plates must agree in temperature. The last condition can be given a number. A steady mismatch of 0.05 K changes the transfer per cycle by $0.05/0.28$, about 18\% of the pumped heat. Running the cycle both ways and taking half the difference removes that leakage at leading order, provided that the mismatch is the same in both runs.

All numerical values are calculated from the stated model.
